\section*{Equal Spacing of Fowler-Nordheim Current Oscillations from Anode Reflection}

\section{What dimensions fix}

An electron tunnels through the triangular top of an oxide barrier and emerges into the oxide conduction band. The field accelerates it to the anode, where part of its wave turns back. Interference depends on the phase gathered between the emergence point and the anode.

Let $m$ be the oxide mass, $f=qF$ the force, with $q>0$ the elementary charge, and $K$ the kinetic energy on arrival. Classical motion from rest contains no other quantity. A product $m^aK^bf^c$ has the dimension of action if
\[
a+b+c=1,\qquad 2b+c=2,\qquad b+c=\tfrac12 ,
\]
from the powers of mass, length and inverse time. Hence $b=\frac32$, $c=-1$, $a=\frac12$, and
\[
\text{phase}=\text{number}\times\frac{\sqrt m\,K^{3/2}}{\hbar f}.
\]
Extrema that recur at equal steps of phase therefore recur at equal steps of $K^{3/2}/F$. What remains is the number, and the conditions under which current extrema do follow the phase.

\section{Model and precise statement}

The oxide fills $0<x<d$, with voltage $V$ across it and uniform field $F=V/d$. Energies are measured from the electron's energy, taken first at the cathode Fermi level. The oxide band edge is $\Phi-fx$, so the electron emerges at $x_t=\Phi/f$ and arrives with
\[
K=fd-\Phi=qV-\Phi>0 .
\]
At $x=d$ the band edge drops abruptly by $\Delta$ and the mass becomes $m_a$. Bands are parabolic, and the motion is coherent and one-dimensional. Let $s$ be the electron's velocity just inside the anode divided by its velocity in the oxide just before it.

The claim concerns the current divided by its value for a reflectionless anode. For an opaque barrier and large phase, with $s$ kept away from 1, successive like extrema of this ratio approach the spacing
\begin{equation}
\Delta\!\left(\frac{K^{3/2}}{F}\right)=\frac{3\pi\hbar q}{2\sqrt{2m}} .
\label{law}
\end{equation}
The division matters: the raw current also carries a steep exponential, which displaces its extrema or removes them.

\section{The wave in the oxide}

The Schr\"odinger equation is
\[
-\frac{\hbar^2}{2m}\psi''+(\Phi-fx)\psi=0
\;\Rightarrow\;
\psi''=-\frac{2mf}{\hbar^2}(x-x_t)\psi .
\]
With $\ell=(\hbar^2/2mf)^{1/3}$ and $\xi=(x-x_t)/\ell$ it becomes $\psi_{\xi\xi}=-\xi\psi$. Its solutions are the Airy functions $A(\xi)=\mathrm{Ai}(-\xi)$ and $B(\xi)=\mathrm{Bi}(-\xi)$. The cathode lies at $\xi=-\eta$ and the anode at $\xi_a$, where
\[
\eta=\frac{\Phi}{f\ell},\qquad \xi_a=\frac{K}{f\ell}.
\]

For large positive $\xi$, define $\zeta=\frac23\xi^{3/2}$ and $\theta=\zeta+\pi/4$. The standard leading forms are
\begin{align*}
A&\simeq\frac{\sin\theta}{\sqrt\pi\,\xi^{1/4}}, & B&\simeq\frac{\cos\theta}{\sqrt\pi\,\xi^{1/4}},\\
A'&\simeq\frac{\xi^{1/4}\cos\theta}{\sqrt\pi}, & B'&\simeq-\frac{\xi^{1/4}\sin\theta}{\sqrt\pi}.
\end{align*}
Primes on $A$ and $B$ mean $d/d\xi$. The equation has no first-derivative term, so $BA'-AB'$ is constant; these forms give its value, $1/\pi$.

Inside the barrier, with $S=\frac23\eta^{3/2}$,
\[
\mathrm{Ai}(\eta)\simeq\frac{e^{-S}}{2\sqrt\pi\,\eta^{1/4}},\qquad
\mathrm{Bi}(\eta)\simeq\frac{e^{S}}{\sqrt\pi\,\eta^{1/4}} .
\]
Write $\psi=b(B+cA)$. At the cathode the second term is smaller than the first by about $|c|e^{-2S}/2$. An opaque barrier makes this negligible, so the cathode fixes $b$ and the anode fixes $c$.

The current is $(\hbar/m\ell)\,\mathrm{Im}(\psi^*\psi_\xi)$. Since $A$ and $B$ are real,
\[
\mathrm{Im}(\psi^*\psi_\xi)=|b|^2\,\mathrm{Im}\,c\,(BA'-AB')=\frac{|b|^2}{\pi}\,\mathrm{Im}\,c .
\]
A purely outgoing wave is $B+iA\propto e^{i\theta}$, which has $c=i$. The current relative to a reflectionless anode is therefore $M=\mathrm{Im}\,c$.

\section{The smooth factor from the cathode}

In the cathode, of mass $m_c$ and wavenumber $k_c$, take $\psi=e^{ik_cx}+r_ce^{-ik_cx}$. Continuity of $\psi$ and of $\psi'/\text{mass}$ gives
\[
1+r_c=\psi(0),\qquad \frac{ik_c}{m_c}(1-r_c)=\frac{\psi'(0)}{m}.
\]
Eliminating $r_c$ and using $\psi'(0)=-b\,\mathrm{Bi}'(\eta)/\ell$,
\[
2=\psi(0)+\frac{m_c}{ik_cm}\psi'(0)=b\,[\mathrm{Bi}(\eta)+ig\,\mathrm{Bi}'(\eta)],\quad g=\frac{m_c}{k_c\ell m}.
\]
Dividing the oxide current by the incident current $\hbar k_c/m_c$ gives $T=g|b|^2M/\pi$, or
\begin{equation}
T=T_0M,\qquad
T_0=\frac{4g}{\pi[\mathrm{Bi}^2(\eta)+g^2\mathrm{Bi}'^2(\eta)]}.
\label{T0}
\end{equation}
For large $\eta$, $\mathrm{Bi}^2\simeq e^{2S}/(\pi\sqrt\eta)$ and $\mathrm{Bi}'^2\simeq\sqrt\eta\,e^{2S}/\pi$, so
\[
T_0\simeq\frac{4g\sqrt\eta}{1+g^2\eta}e^{-2S},\qquad
2S=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar qF}.
\]
Because $\sqrt\eta/\ell=\sqrt{2m\Phi}/\hbar$, the product $g\sqrt\eta$ does not depend on field. At one energy the leading field dependence is thus the Fowler-Nordheim exponential alone.

\section{The oscillating factor from the anode}

The anode contains one outgoing wave of wavenumber $k_a=\sqrt{2m_a(K+\Delta)}/\hbar$. Matching gives $\psi_\xi=i\kappa\psi$ at $\xi_a$, with $\kappa=\ell k_am/m_a$. Hence
\[
B'+cA'=i\kappa(B+cA)\;\Rightarrow\;
c=-\frac{B'-i\kappa B}{A'-i\kappa A}.
\]
Multiply numerator and denominator by $A'+i\kappa A$. The denominator becomes $A'^2+\kappa^2A^2$, and the imaginary part of the numerator is $\kappa(BA'-AB')=\kappa/\pi$. Thus
\begin{equation}
M=\frac{\kappa/\pi}{A'^2(\xi_a)+\kappa^2A^2(\xi_a)} .
\label{M}
\end{equation}

From here on $\zeta$ and $\theta$ are taken at the anode. The oxide wavenumber there is $\sqrt{2mK}/\hbar=\sqrt{\xi_a}/\ell$, so $\kappa/\sqrt{\xi_a}$ is the velocity ratio $s$:
\[
s^2=\frac{m}{m_a}\,\frac{K+\Delta}{K}.
\]
Inserting the large-$\xi$ forms,
\begin{equation}
M\simeq\frac{s}{\cos^2\theta+s^2\sin^2\theta}
=\frac{2s}{1+s^2+(s^2-1)\sin2\zeta}.
\label{osc}
\end{equation}
The second form uses the half-angle formulas and $\cos2\theta=-\sin2\zeta$.

Reflection can be read off directly. At the step, a wave of unit amplitude, its reflection $r$ and the transmitted wave obey $1+r=t$ and $1-r=st$, so $r=(1-s)/(1+s)$. In terms of $r$, the same result is
\begin{equation}
M\simeq\frac{1-r^2}{1+r^2+2r\cos2\theta}.
\label{refl}
\end{equation}
If $r=0$, this leading form gives $M=1$. The end of the field at the anode still reflects weakly, and the next-order terms derived below leave a ripple of amplitude about $1/(6\zeta)$ at $s=1$. $M$ may exceed 1 without violating current conservation, because the total transmission $T_0M$ is still small.

\section{The spacing}

Take $s>1$ and let $s$ vary slowly. Equation (\ref{osc}) then has
\begin{align*}
\text{maxima } M=s:&\quad \zeta=(n-\tfrac14)\pi,\\
\text{minima } M=1/s:&\quad \zeta=(n+\tfrac14)\pi .
\end{align*}
For $s<1$ the two sets trade places. In both cases like extrema differ by $\pi$ in $\zeta$. Since $\ell^{-3/2}=\sqrt{2mf}/\hbar$,
\[
\zeta=\frac23\left(\frac{K}{f\ell}\right)^{3/2}
=\frac{2\sqrt{2m}}{3\hbar q}\,\frac{K^{3/2}}{F},
\]
and $\Delta\zeta=\pi$ gives equation (\ref{law}). The step height affects the contrast through $s$, but not the limiting spacing. The oxide mass sets that spacing.

\section{How the limit is approached}

Two effects displace the extrema: the Airy functions are not pure sinusoids, and $s$ drifts with voltage.

For the first, put $A=\pi^{-1/2}\xi^{-1/4}w(\zeta)$ with $d\zeta/d\xi=\xi^{1/2}$. Two differentiations, in which the $w_\zeta$ terms cancel, turn $A''=-\xi A$ into
\[
w_{\zeta\zeta}+\left(1+\frac{5}{16\xi^3}\right)w=0,\qquad
\frac{5}{16\xi^3}=\frac{5}{36\zeta^2}.
\]
The local wavenumber is about $1+5/(72\zeta^2)$. Integrating its excess inward from infinity gives $w\simeq\sin(\theta-\alpha)$, with $\alpha=5/(72\zeta)$. Also
\[
A'=\frac{\xi^{1/4}}{\sqrt\pi}\left(w_\zeta-\frac{w}{6\zeta}\right)
\simeq\frac{\xi^{1/4}}{\sqrt\pi}(\cos\theta-\beta\sin\theta),
\]
where $\beta=\frac{1}{6\zeta}-\frac{5}{72\zeta}=\frac{7}{72\zeta}$. To first order $M=s/D$, with
\[
D=\cos^2\theta+s^2\sin^2\theta-(\beta+s^2\alpha)\sin2\theta .
\]

Let $\dot s=ds/d\zeta$. An extremum satisfies $D\dot s/s=dD/d\zeta$, that is,
\[
D\frac{\dot s}{s}=(s^2-1)\sin2\theta+2s\dot s\sin^2\theta
-2(\beta+s^2\alpha)\cos2\theta .
\]
Let $\delta$ be the small phase displacement, again for $s>1$. Near a maximum, $\theta=n\pi+\delta$, $D\simeq1$ and $\sin2\theta\simeq2\delta$. Near a minimum, $\theta=(n+\frac12)\pi+\delta$, $D\simeq s^2$, $\sin2\theta\simeq-2\delta$ and $\cos2\theta\simeq-1$. Solving each case for $\delta$,
\begin{equation}
\delta=\frac{1}{s^2-1}\left[\frac{5s^2+7}{72\zeta}+\frac{p\,\dot s}{2s}\right],\quad
p=\begin{cases}1&\text{maximum}\\ s^2&\text{minimum.}\end{cases}
\label{shift}
\end{equation}
At fixed thickness,
\[
\frac{\dot s}{s}=-\frac{1}{\zeta}\,
\frac{\Delta/[2K(K+\Delta)]}{3/(2K)-1/(qV)} .
\]
In a fixed voltage window, $K$ and $s$ keep their ranges while $\zeta\propto d$. Both terms of $\delta$ then fall as $1/\zeta$. The spacing error is the change of $\delta$ over one period, so it falls as $1/\zeta^2$. This is the sense in which the spacing approaches equation (\ref{law}).

Raising the voltage without limit at fixed thickness is a different limit. The barrier eventually ceases to be opaque. With equal masses, moreover, $s^2-1=\Delta/K$, so the first term of (\ref{shift}) grows as $K/\zeta\propto V^{1/2}$ and the expansion fails. At fixed field with growing thickness the same term falls as $K^{-1/2}$, and equal spacing survives while the contrast fades. With unequal masses $s$ may pass through 1, where the leading oscillation vanishes and maxima and minima exchange roles.

\section{A 5 nm silicon dioxide layer}

Take $d=5$ nm, $\Phi=3.1$ eV and $m=0.5$ free-electron masses, with a metal anode of mass 1 and $\Delta=14$ eV. Then $\sqrt{2m}/\hbar=3.6226\ \mathrm{nm^{-1}\,eV^{-1/2}}$, and the predicted spacing is
\[
\frac{3\pi/2}{3.6226}=1.301\ \mathrm{eV^{3/2}\,nm/V}=0.1301\ \mathrm{eV^{3/2}\,cm/MV}.
\]
Solving $d\ln M/dV=0$ numerically with (\ref{M}), from 3.6 to 6.3 V, gives the extrema below, with $y=K^{3/2}/F$ in $\mathrm{eV^{3/2}\,nm/V}$.

\begin{center}
\begin{tabular}{lccccc}
& $V$ (V) & $K$ (eV) & $y$ & $\zeta/\pi$ & $M$\\
max & 3.946 & 0.846 & 0.987 & 0.758 & 2.93\\
min & 4.354 & 1.254 & 1.613 & 1.240 & 0.41\\
max & 4.782 & 1.682 & 2.281 & 1.754 & 2.15\\
min & 5.195 & 2.095 & 2.919 & 2.244 & 0.51\\
max & 5.634 & 2.534 & 3.580 & 2.752 & 1.80\\
min & 6.074 & 2.974 & 4.221 & 3.245 & 0.59
\end{tabular}
\end{center}

For the second maximum, $F=4.782/5=0.956$ V/nm and $1.682^{3/2}=2.181$, so $y=2.281$. The phase is $\frac23(3.6226)(2.281)=5.51$, or $1.754\pi$, against the limiting $1.75\pi$. The velocity ratio is $s=\sqrt{0.5(15.682)/1.682}=2.16$, close to $M$.

The maxima are spaced by 1.2945 and 1.2988, the minima by 1.3056 and 1.3027. Equation (\ref{shift}) explains the opposite signs. At the second maximum $\delta=+0.011$ rad, while at the second minimum the stronger drift term makes $\delta=-0.020$ rad. As these displacements shrink, maxima draw slightly together and minima slightly apart. Inverting (\ref{law}) with the mean spacing of the maxima returns a mass of 0.503 instead of 0.5.

The largest spacing error of the maxima, relative to (\ref{law}), is 0.49\% here. Between 4 and 6 V it is 0.040\% for a 20 nm layer and 0.0035\% for 80 nm. These thicker layers only illustrate the mathematical limit: at such low fields their tunnel current is far too small to measure.

Abruptness can be examined by spreading the band-edge and mass changes smoothly over 2 nm beyond $x=d$ and integrating the Schr\"odinger equation numerically. For a cubic smooth-step profile, the ratio of largest to smallest sampled $M$ between 5.1 and 6.2 V falls from 3.47 to 1.08. The figure depends on the profile: a linear grading over 2 nm gives 1.19. A width of 0.3 nm, closer to a real interface, already lowers the ratio to about 2.

\section{Energy spread and the raw current}

In a bulk cathode with flat bands, electrons have a continuous range of longitudinal energies $E$, measured from the Fermi level. Integrating the Fermi function over transverse energy $E_\parallel$ gives the supply weight
\[
\int_0^\infty\frac{dE_\parallel}{1+e^{(E+E_\parallel)/k_BT_c}}
=k_BT_c\ln\!\left(1+e^{-E/k_BT_c}\right),
\]
where $T_c$ is the cathode temperature. Multiply this by $T_0M$, replace $\Phi$ by $\Phi-E$ and $K$ by $K+E$, take $k_c$ at the energy $E$, and sum over $E$. For the example, $T_c=300$ K, the cathode mass is 0.9 and the Fermi energy is 0.1 eV above the band bottom.

Divided by the same sum with $M=1$, the current has maxima of 2.28, 1.83 and 1.61 at 3.96, 4.81 and 5.67 V. The spread lowers the contrast but leaves a mean spacing of 1.309, within 1\% of (\ref{law}).

The undivided current behaves differently. At one energy, $d\ln T/dV$ falls as low as $-0.97\ \mathrm{V^{-1}}$, so the transmission itself turns over. After averaging, the smallest slope of $\ln J$, where $J$ is the current, is $+0.21\ \mathrm{V^{-1}}$. For these parameters the averaged current rises throughout the window, and its oscillation appears as a ripple on that rise. The margin is small: a narrower spread, with a Fermi energy of 0.03 eV or a temperature of 77 K, makes the smallest slope negative.

\section{What a real gate oxide changes}

The barrier and oxide mass are rough typical values for electrons entering silicon dioxide from n-type silicon; the anode depth is a rough value for a simple metal. The flat-band cathode is a simplification. By Gauss's law, a field of 11 MV/cm draws about $2.4\times10^{13}$ electrons per cm$^2$ to the silicon surface, where the confined electrons occupy discrete longitudinal levels. The average at 300 K therefore illustrates the effect of an energy spread and does not describe a particular device. The last maximum lies at 11.3 MV/cm, above a rough 10 MV/cm limit for sustained operation. The following estimates refer to that maximum unless stated.

Loss of coherence strongly reduces the contrast. The path in the oxide band is $L=K/f=2.25$ nm. For an assumed mean free path $\lambda=1.5$ nm, the coherent amplitude after the round trip $2L$ is multiplied by $e^{-L/\lambda}=0.22$. By (\ref{refl}), the ratio of maximum to minimum is $[(1+|r|)/(1-|r|)]^2$. Here $|r|=0.287$ gives 3.26, and the damped value 0.064 gives 1.29.

Thickness variation also matters. At fixed voltage, a 0.3 nm step changes $2\zeta$ by 1.04 rad and $T_0$ by a factor of 4.1. A rough film therefore adds shifted patterns, weighted towards its thin places.

Other effects move the extrema:
\begin{itemize}
\item With a two-band dispersion, $K$ in the wavenumber becomes $K(1+K/E_g)$. For $E_g=9$ eV, $\zeta$ rises by 8\%. To first order the fractional rise is $3K/(10E_g)$, about 3\% at the first maximum. Over the first three maxima the spacing in $y$ then shrinks by roughly 9\%, and a parabolic fit overestimates the mass by about 20\%. The error grows with $K$: including a fourth maximum near 6.2 V raises these figures to about 11\% and 25\%.
\item The classical image force, with relative permittivity 2.25, lowers the barrier top by 0.85 eV at a metal cathode and by about 0.70 eV at a silicon one. The anode image speeds the electron up near the anode. Kept inside the square root of the wavenumber and followed down to the metal's band bottom, it adds about 1.6 rad to $\zeta$ at the voltage of the first maximum and 1.2 rad at that of the last. Because this addition falls with voltage, the mean spacing in $y$ grows by several per cent, and a fit that ignores it underestimates the mass by roughly 10\%. The exact figures depend on how the image potential is cut off at the metal, where it varies too fast for a semiclassical phase to be reliable. The image potential also rounds the step and lowers the contrast: above 5.1 V the ratio of largest to smallest $M$ falls from about 3.5 to 2.9, or to 1.7 if the image term is capped at 2 eV.
\item Transverse momentum is conserved, but the masses differ. A transverse energy of 0.1 eV at mass 0.2 costs 0.04 eV in the oxide. The remaining 0.06 eV, omitted above, shifts $2\zeta$ by 0.61 rad.
\end{itemize}

In a high-k stack the field and mass differ between layers. Equation (\ref{law}) applies, with the field and mass of the layer next to the anode, if the classical turning point lies well inside that layer, so that the part of the barrier within it is still opaque. If the electron instead emerges at an interface where the band edge drops, it starts with finite kinetic energy and the phase is no longer proportional to $K^{3/2}/F$. If its path crosses an interface, the phase is a sum of different terms, and the interface can reflect as well.

All numerical values are calculated from the stated model.
